# A Closed Charge–Voltage Loop Does Not Prove Ferroelectricity: a program that tests the result

```python
"""A leaky linear capacitor traces a closed charge-voltage ellipse.

Result under test: for V = V0 sin(w t) across C in parallel with R, the
integrated external current Q, once centred, obeys
    (V/V0)^2 + ((Q - C V)/(V0/(w R)))^2 = 1,
so the opening at V = 0 is 2 V0/(w R), proportional to 1/frequency.
Symbols: C capacitance, R leak resistance, V0 amplitude, w = 2 pi f,
Rs series resistance, tan_delta loss tangent of the film itself.
SI units inside; charge per electrode area is printed in uC/cm2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import (solve_ivp, quad, trapezoid,
                             cumulative_trapezoid)
from scipy.special import modstruve
from scipy.stats import norm

# Example: amorphous alumina film with an ohmic shunt (rough permittivity)
eps_r, thickness, area = 9.0, 10e-9, (100e-6) ** 2
R, V0, Rs = 1e6, 2.0, 100.0
C = eps_r * const.epsilon_0 * area / thickness
frequencies = [100.0, 1000.0, 10000.0]


def per_area(charge):
    """Charge in coulomb to uC/cm2."""
    return charge / area * 100.0


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


def simulated_loop(freq, offset=0.0):
    """Second drive cycle of source - Rs - (C parallel R), from the ODE."""
    w = 2 * np.pi * freq
    lag, leak = w * Rs * C, 1 / (w * R * C)

    def rhs(theta, y):
        drive = np.sin(theta) + offset / V0
        return [(drive - y[0]) / lag - leak * y[0], leak * y[0]]

    jac = np.array([[-1 / lag - leak, 0.0], [leak, 0.0]])
    theta = np.linspace(2 * np.pi, 4 * np.pi, 4001)
    sol = solve_ivp(rhs, (0.0, 4 * np.pi), [0.0, 0.0], method="Radau",
                    jac=jac, t_eval=theta, rtol=1e-8, atol=1e-11,
                    max_step=0.02)
    assert sol.success
    return V0 * np.sin(theta), C * V0 * (sol.y[0] + sol.y[1])


# Loop features measured on the simulated curve against the ellipse formulas
rows = []
for f in frequencies:
    w = 2 * np.pi * f
    volts, charge = simulated_loop(f)
    centred = charge - 0.5 * (charge.max() + charge.min())
    half_open = V0 / (w * R)
    vertical = charge[2000] - charge[0]
    cross = np.where(centred[:-1] * centred[1:] < 0)[0]
    assert len(cross) == 2
    v_cross = [volts[i] - centred[i] * (volts[i + 1] - volts[i])
               / (centred[i + 1] - centred[i]) for i in cross]
    horizontal = abs(v_cross[0] - v_cross[1])
    loop_area = trapezoid(volts, charge)
    ellipse = (volts / V0) ** 2 + ((centred - C * volts) / half_open) ** 2
    assert abs(charge[-1] - charge[0]) < 1e-5 * C * V0
    assert np.max(np.abs(ellipse - 1)) < 0.01   # Rs shifts it by < 1 %
    assert close(vertical, 2 * half_open, 5e-3)
    assert close(horizontal, 2 * V0 / np.hypot(1, w * R * C), 5e-3)
    assert close(centred.max(), V0 * np.hypot(C, 1 / (w * R)), 5e-3)
    assert close(loop_area, np.pi * V0 ** 2 / (w * R), 5e-3)
    # first-order effect of the series resistance on the opening
    rs_shift = Rs / R * ((w * R * C) ** 2 - 1)
    assert abs(vertical / (2 * half_open) - 1 - rs_shift) < 2e-5
    rows.append((f, w * R * C, vertical, horizontal, centred.max(),
                 loop_area, rs_shift))

# A voltage offset opens the loop: drift per cycle
offset = 0.010
_, charge = simulated_loop(1000.0, offset)
drift = charge[-1] - charge[0]
assert close(drift, offset / (1000.0 * R), 2e-3)

# Triangular drive: parabolic arcs, not an ellipse
f = 1000.0
time = np.linspace(0, 1 / f, 8001)
tri = V0 * np.interp(time * f, [0, 0.25, 0.75, 1], [0, 1, -1, 0])
leaked = cumulative_trapezoid(tri / R, time, initial=0)
tri_open = leaked[4000] - leaked[0]
arc = (leaked - 0.5 * (leaked.max() + leaked.min())) / (tri_open / 2)
assert close(tri_open, V0 / (4 * f * R), 1e-5)
assert np.max(np.abs(np.abs(arc) - (1 - (tri / V0) ** 2))) < 1e-5
assert close(trapezoid(tri, C * tri + leaked), V0 ** 2 / (3 * f * R), 1e-4)

# Non-ohmic leak and voltage-dependent capacitance: opening still ~ 1/f
v_scale, bend = 0.5, 0.1
for f in frequencies:
    w = 2 * np.pi * f

    def current_per_phase(theta):
        v = V0 * np.sin(theta)
        displacement = C * (1 + bend * v ** 2) * V0 * np.cos(theta)
        return (displacement + v_scale / R * np.sinh(v / v_scale) / w) / C

    half_cycle = C * quad(current_per_phase, 0, np.pi, epsabs=1e-11)[0]
    expected = np.pi * v_scale / (R * w) * modstruve(0, V0 / v_scale)
    assert close(half_cycle, expected, 1e-6)

# Constant-loss dielectric: log-uniform spread of relaxation times
tan_delta = 0.005                      # rough typical film value
taus = np.logspace(-10, 3, 131)
density = 2 * C * tan_delta / np.pi    # capacitance per unit ln(tau)
branch_caps = np.full(taus.size, density * np.log(taus[1] / taus[0]))


def relaxing_charge(volts, step, start):
    """Exact propagation of all branches for piecewise-linear voltage."""
    decay, gone = np.exp(-step / taus), -np.expm1(-step / taus)
    q, total = start.copy(), [start.sum()]
    for v_old, v_new in zip(volts[:-1], volts[1:]):
        push = v_new - decay * v_old - (v_new - v_old) * taus / step * gone
        q = decay * q + branch_caps * push
        total.append(q.sum())
    return np.array(total), q


sine = V0 * np.sin(np.linspace(0, 2 * np.pi, 1001))
loss_openings = []
for f in frequencies:
    step = 1 / (1000 * f)
    _, end = relaxing_charge(sine, step, np.zeros(taus.size))
    periodic_start = end / -np.expm1(-1 / (f * taus))
    q, _ = relaxing_charge(sine, step, periodic_start)
    loss_openings.append(q[500] - q[0])
    assert close(loss_openings[-1], 2 * C * V0 * tan_delta, 2e-3)

# Switching model: bistable units with spread thresholds (round parameters)
remanence = 0.10                       # C/m2
mean_threshold, spread = 1.0, 0.2      # volt
thresholds = norm.ppf((np.arange(400) + 0.5) / 400, mean_threshold, spread)


def external_charge(time, volts, p_r):
    """Plate charge + leaked charge + switched charge."""
    state, mean_state = -np.ones(thresholds.size), []
    for v in volts:
        state[v > thresholds] = 1
        state[v < -thresholds] = -1
        mean_state.append(state.mean())
    leaked = cumulative_trapezoid(volts / R, time, initial=0)
    return C * volts + leaked + area * p_r * np.array(mean_state)


def switching_opening(freq, amplitude):
    time = np.linspace(0, 2 / freq, 4001)
    volts = amplitude * np.sin(2 * np.pi * freq * time)
    q = external_charge(time, volts, remanence)
    return q[3000] - q[2000]


switch_open = [switching_opening(f, V0) for f in frequencies]
for f, opening in zip(frequencies, switch_open):
    assert close(opening, 2 * remanence * area + V0 / (np.pi * f * R), 1e-4)
growth = switching_opening(1000.0, 3.0) - switch_open[1]
assert close(growth, 1.0 / (np.pi * 1000.0 * R), 1e-3)

# Pulse test: negative preset, then two equal positive triangular pulses
width, n = 0.5e-3, 400
one = np.concatenate([np.interp(np.arange(n) / n, [0, 0.5, 1], [0, 1, 0]),
                      np.zeros(n)])
train = V0 * np.concatenate([-one, one, one, [0.0]])
clock = np.arange(train.size) * width / n


def pulse_pair(q):
    return q[3 * n] - q[2 * n], q[5 * n] - q[4 * n]


leaky_first, leaky_second = pulse_pair(external_charge(clock, train, 0.0))
ferro_first, ferro_second = pulse_pair(
    external_charge(clock, train, remanence))
assert close(leaky_first, V0 * width / (2 * R), 1e-4)
assert abs(leaky_first - leaky_second) < 1e-9 * leaky_first
assert close(ferro_first - ferro_second, 2 * remanence * area, 1e-6)

relaxed, _ = relaxing_charge(train, width / n, np.zeros(taus.size))
relax_first, relax_second = pulse_pair(relaxed)
residue = relax_first - relax_second


def memory(delay):
    """Response left by a unit triangular pulse, delay in pulse widths."""
    return quad(lambda s: (1 - abs(2 * s - 1)) / (delay + s), 0, 1,
                points=[0.5])[0]


expected = density * V0 * (2 * memory(1) - 2 * memory(2)
                           - memory(3) + memory(4))
assert close(residue, expected, 5e-3)
assert 0 < residue < 0.2 * loss_openings[1]

# Neglected effects; the material inputs here are rough typical values
field = V0 / thickness
breakdown_field = 8e8                  # V/m
film_leak = 1e-3                       # A/m2 at the peak field
cap_bend = 500e-6                      # relative change per V^2
stray = 1e-12                          # F
barrier, mass = 3.0 * const.e, 0.3 * const.m_e
exponent = 2 * thickness * quad(
    lambda x: np.sqrt(2 * mass * (barrier - const.e * V0 * x)) / const.hbar,
    0, 1)[0]
prefactor = const.e ** 3 * field ** 2 / (8 * np.pi * const.h * barrier)
log_tunnel = np.log10(prefactor * 1e-4) - exponent / np.log(10)
shunt_density = V0 / R / area
assert field < breakdown_field and film_leak < 1e-3 * shunt_density
assert log_tunnel < np.log10(film_leak * 1e-4)

print(f"film thickness: {thickness*1e9:.0f} nm")
print(f"relative permittivity (rough): {eps_r:.0f}")
print(f"electrode area: {area*1e4:.1e} cm2")
print(f"shunt resistance: {R/1e6:.0f} Mohm")
print(f"voltage amplitude: {V0:.1f} V")
print(f"peak field: {field*1e-8:.1f} MV/cm")
print(f"capacitance: {C*1e12:.2f} pF")
print(f"plate charge at peak voltage: {per_area(C*V0):.3f} uC/cm2")
for f, wrc, vert, horiz, peak, loop_area, shift in rows:
    print(f"[{f:.0f} Hz] omega R C: {wrc:.4f}")
    print(f"  vertical opening: {per_area(vert):.3f} uC/cm2")
    print(f"  apparent remanence: {per_area(vert)/2:.3f} uC/cm2")
    print(f"  horizontal opening: {horiz:.3f} V")
    print(f"  peak charge: {per_area(peak):.3f} uC/cm2")
    print(f"  heat per cycle: {loop_area*1e12:.1f} pJ")
    print(f"  shift of opening by Rs: {100*shift:.3f} %")
print(f"drift per cycle, {offset*1e3:.0f} mV offset, 1 kHz: "
      f"{per_area(drift):.3f} uC/cm2")
print(f"triangular drive opening, 1 kHz: {per_area(tri_open):.3f} uC/cm2")
print(f"switching model remanence: {per_area(remanence*area):.1f} uC/cm2")
print(f"switching thresholds: {mean_threshold:.1f} V, "
      f"standard deviation {spread:.1f} V")
for f, opening in zip(frequencies, switch_open):
    print(f"switching + leak opening, {f:.0f} Hz: "
          f"{per_area(opening):.3f} uC/cm2")
print(f"pulse width and gap: {width*1e3:.1f} ms each")
print(f"leaky capacitor, pulses 1 and 2: {per_area(leaky_first):.3f}, "
      f"{per_area(leaky_second):.3f} uC/cm2")
print(f"switching + leak, pulses 1 and 2: {per_area(ferro_first):.3f}, "
      f"{per_area(ferro_second):.3f} uC/cm2")
print(f"film loss tangent (rough): {tan_delta:.3f}")
for f, opening in zip(frequencies, loss_openings):
    print(f"film-loss opening, {f:.0f} Hz: {per_area(opening):.4f} uC/cm2")
print(f"film-loss pulse difference / 1 kHz opening: "
      f"{100*residue/loss_openings[1]:.1f} %")
print(f"film loss equals shunt at: "
      f"{1/(2*np.pi*R*C*tan_delta)/1e3:.0f} kHz")
print(f"series resistance: {Rs:.0f} ohm")
print(f"peak field / breakdown field (rough): {field/breakdown_field:.2f}")
print(f"peak shunt current / area: {shunt_density*1e-4:.1e} A/cm2")
print(f"film's own leakage (rough): {film_leak*1e-4:.0e} A/cm2")
print(f"log10 of tunnel current in A/cm2 (rough): {log_tunnel:.0f}")
print(f"capacitance change at peak (rough): {100*cap_bend*V0**2:.1f} %")
print(f"stray / film capacitance (rough): {100*stray/C:.1f} %")
print("every check passed")
```

Printed output:

```
film thickness: 10 nm
relative permittivity (rough): 9
electrode area: 1.0e-04 cm2
shunt resistance: 1 Mohm
voltage amplitude: 2.0 V
peak field: 2.0 MV/cm
capacitance: 79.69 pF
plate charge at peak voltage: 1.594 uC/cm2
[100 Hz] omega R C: 0.0501
  vertical opening: 63.656 uC/cm2
  apparent remanence: 31.828 uC/cm2
  horizontal opening: 3.995 V
  peak charge: 31.868 uC/cm2
  heat per cycle: 19998.0 pJ
  shift of opening by Rs: -0.010 %
[1000 Hz] omega R C: 0.5007
  vertical opening: 6.366 uC/cm2
  apparent remanence: 3.183 uC/cm2
  horizontal opening: 3.577 V
  peak charge: 3.559 uC/cm2
  heat per cycle: 1999.8 pJ
  shift of opening by Rs: -0.007 %
[10000 Hz] omega R C: 5.0069
  vertical opening: 0.638 uC/cm2
  apparent remanence: 0.319 uC/cm2
  horizontal opening: 0.785 V
  peak charge: 1.625 uC/cm2
  heat per cycle: 200.5 pJ
  shift of opening by Rs: 0.241 %
drift per cycle, 10 mV offset, 1 kHz: 0.100 uC/cm2
triangular drive opening, 1 kHz: 5.000 uC/cm2
switching model remanence: 10.0 uC/cm2
switching thresholds: 1.0 V, standard deviation 0.2 V
switching + leak opening, 100 Hz: 83.662 uC/cm2
switching + leak opening, 1000 Hz: 26.366 uC/cm2
switching + leak opening, 10000 Hz: 20.637 uC/cm2
pulse width and gap: 0.5 ms each
leaky capacitor, pulses 1 and 2: 5.000, 5.000 uC/cm2
switching + leak, pulses 1 and 2: 25.000, 5.000 uC/cm2
film loss tangent (rough): 0.005
film-loss opening, 100 Hz: 0.0159 uC/cm2
film-loss opening, 1000 Hz: 0.0159 uC/cm2
film-loss opening, 10000 Hz: 0.0159 uC/cm2
film-loss pulse difference / 1 kHz opening: 7.8 %
film loss equals shunt at: 399 kHz
series resistance: 100 ohm
peak field / breakdown field (rough): 0.25
peak shunt current / area: 2.0e-02 A/cm2
film's own leakage (rough): 1e-07 A/cm2
log10 of tunnel current in A/cm2 (rough): -28
capacitance change at peak (rough): 0.2 %
stray / film capacitance (rough): 1.3 %
every check passed
```
